# Why heating a perfect periodic crystal misses its melting point: test program

```python
"""
Result under test: a periodic perfect crystal, heated until it melts, melts at
a temperature T_h above the melting temperature T_m, because liquid must first
nucleate; a cell that already holds both phases shows zero drift at T_m.

Part A, classical nucleation theory (hartree, bohr, kelvin, picosecond):
  dmu = L (T - T_m)/T_m        driving force per atom, L = latent heat per atom
  G(n) = -n dmu + a n^(2/3)    free energy of a liquid nucleus of n atoms
  a = (36 pi)^(1/3) gamma v^(2/3), gamma = interface free energy, v = volume/atom
  W = 4 a^3/(27 dmu^2)         barrier, at n* = (2a/(3 dmu))^3
  k = g* Z exp(-W/kT)          nucleation rate per site
  ramp at q kelvin/ps: median T_h where the integral of N k/q equals ln 2
Part B, lattice simulation: a site is crystal (0) or liquid (1); liquid costs
  eps and has D internal states; unlike neighbours cost J. Temperatures are in
  units of eps/k_B, and exchange symmetry gives T_m = eps/ln D.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

# ---------------- Part A: nucleation theory ----------------
KB = physical_constants["kelvin-hartree relationship"][0]
T_MELT, LATENT, VOL, GAMMA = 1000.0, 0.004, 120.0, 6.0e-5
NU, N_CELL = 1.0, 1000
SHAPE = (36 * np.pi) ** (1 / 3)
A_SURF = SHAPE * GAMMA * VOL ** (2 / 3)


def driving(T):
    return LATENT * (T - T_MELT) / T_MELT


def critical_size(T):
    return (2 * A_SURF / (3 * driving(T))) ** 3


def barrier(T):
    return 4 * A_SURF**3 / (27 * driving(T) ** 2)


def log_rate(T):
    n_c = critical_size(T)
    attach = NU * SHAPE * n_c ** (2 / 3)
    zeldovich = np.sqrt(driving(T) / (6 * np.pi * KB * T * n_c))
    return np.log(attach * zeldovich) - barrier(T) / (KB * T)


def master_equation_rate(T):
    """Steady flux through cluster sizes: size 0 held at 1, size M absorbing."""
    M = int(6 * critical_size(T)) + 50
    n = np.arange(M + 1)
    G = -n * driving(T) + A_SURF * n ** (2 / 3)
    grow = NU * SHAPE * n ** (2 / 3)
    grow[0] = NU
    shrink = np.zeros(M + 1)
    shrink[1:] = grow[:-1] * np.exp(np.diff(G) / (KB * T))
    bands = np.zeros((3, M - 1))
    bands[0, 1:] = -shrink[2:M]
    bands[1] = grow[1:M] + shrink[1:M]
    bands[2, :-1] = -grow[1:M - 1]
    source = np.zeros(M - 1)
    source[0] = grow[0]
    population = solve_banded((1, 1), bands, source)
    return grow[M - 1] * population[-1]


def median_quadrature(N, q):
    T = np.arange(1.02 * T_MELT, 1.6 * T_MELT, 0.05)
    hazard = N / q * np.exp(log_rate(T))
    total = cumulative_trapezoid(hazard, T, initial=0.0)
    return T[np.searchsorted(total, np.log(2))]


def median_local(N, q):
    def f(T):
        slope = barrier(T) / (KB * T) * (2 / (T - T_MELT) + 1 / T)
        return np.log(N / q) + log_rate(T) - np.log(slope * np.log(2))
    return brentq(f, 1.03 * T_MELT, 1.55 * T_MELT)


def sphere_area(f):
    return SHAPE * f ** (2 / 3)


def cylinder_area(f):
    return 2 * np.sqrt(np.pi * f)


SIDE = (N_CELL * VOL) ** (1 / 3)


def cell_barrier(T):
    """Highest point of G along liquid fraction f, with the least interface."""
    f = np.linspace(0, 1, 200001)
    minority = np.minimum(f, 1 - f)
    area = np.minimum(sphere_area(minority), cylinder_area(minority))
    area = np.minimum(area, 2.0)
    return np.max(GAMMA * SIDE**2 * area - N_CELL * driving(T) * f)


# barrier formula against direct maximization, with the sphere written in r
T_test = 1250.0
top = minimize_scalar(
    lambda r: 4 * np.pi * r**3 / (3 * VOL) * driving(T_test)
    - 4 * np.pi * r**2 * GAMMA, bounds=(1, 60), method="bounded")
assert abs(-top.fun / barrier(T_test) - 1) < 1e-6
assert abs(4 * np.pi * top.x**3 / (3 * VOL) / critical_size(T_test) - 1) < 1e-3

# crossovers between shapes in a periodic cube
f_sc = brentq(lambda f: sphere_area(f) - cylinder_area(f), 0.01, 0.5)
f_cs = brentq(lambda f: cylinder_area(f) - 2, 0.01, 0.9)
assert abs(f_sc - 4 * np.pi / 81) < 1e-9 and abs(f_cs - 1 / np.pi) < 1e-9

# rate formula against the master equation
rate_pairs = []
for T in (1200.0, 1250.0, 1300.0):
    pair = (master_equation_rate(T), np.exp(log_rate(T)))
    rate_pairs.append((T, *pair))
    assert abs(pair[0] / pair[1] - 1) < 0.05  # saddle-point correction

# ramp: three roads to the median melting temperature
T_grid = np.arange(1200.0, 1361.0, 5.0)
log_k = np.log([master_equation_rate(T) for T in T_grid])
T_fine = np.arange(1200.0, 1360.0, 0.05)
hazard_me = N_CELL * np.exp(np.interp(T_fine, T_grid, log_k))
total_me = cumulative_trapezoid(hazard_me, T_fine, initial=0.0)
T_h_me = T_fine[np.searchsorted(total_me, np.log(2))]
ramps = [(q, median_quadrature(N_CELL, q), median_local(N_CELL, q))
         for q in (0.1, 1.0, 10.0)]
T_h = ramps[1][1]
assert abs(T_h_me - T_h) < 2.0
assert all(abs(full - local) < 6.0 for _, full, local in ramps)
N_BIG, Q_SLOW = 1e20, 1e-12
T_h_big = median_quadrature(N_BIG, Q_SLOW)
assert abs(T_h_big - median_local(N_BIG, Q_SLOW)) < 6.0
assert T_h_big > 1.05 * T_MELT

# the nucleus fits into the cell at T_h; at T_m the barrier is that of a slab
assert critical_size(T_h) / N_CELL < f_sc
assert abs(cell_barrier(T_h) / barrier(T_h) - 1) < 1e-3
assert abs(cell_barrier(T_MELT) / (2 * GAMMA * SIDE**2) - 1) < 1e-6

# ---------------- Part B: lattice simulation ----------------
EPS, J, D, SIZE, COPIES = 1.0, 0.5, 4, 16, 8
T_M_LAT = EPS / np.log(D)
rng = np.random.default_rng(12345)
PARITY = np.indices((SIZE,) * 3).sum(axis=0) % 2


def sweep(s, T):
    """One heat-bath update of every site, one sublattice after the other."""
    k = np.arange(7)
    cost = EPS + J * (6 - 2 * k)
    p_liquid = (1 / (1 + np.exp(cost / T) / D)).astype(np.float32)
    for parity in (0, 1):
        near = np.zeros_like(s)
        for axis in (1, 2, 3):
            near += np.roll(s, 1, axis) + np.roll(s, -1, axis)
        new = rng.random(s.shape, dtype=np.float32) < p_liquid[near]
        s = np.where(PARITY == parity, new, s).astype(np.int8)
    return s


def crystal():
    return np.zeros((COPIES, SIZE, SIZE, SIZE), dtype=np.int8)


def half_liquid():
    s = crystal()
    s[:, :SIZE // 2] = 1
    return s


def heat_until_melted(step, T=0.70, T_end=1.0):
    s, melted = crystal(), np.full(COPIES, np.nan)
    while np.isnan(melted).any() and T < T_end:
        T += step
        s = sweep(s, T)
        fraction = s.mean(axis=(1, 2, 3))
        melted[np.isnan(melted) & (fraction > 0.5)] = T
    assert not np.isnan(melted).any()
    return melted


# T_m by complete enumeration on a 3 x 3 torus: equal weight of both phases
bits = (np.arange(512)[:, None] >> np.arange(9)) & 1
torus = bits.reshape(-1, 3, 3)
unlike = sum((torus != np.roll(torus, 1, ax)).sum(axis=(1, 2)) for ax in (1, 2))
n_liq = bits.sum(axis=1)


def log_odds(T):
    w = np.exp(-(EPS * n_liq + J * unlike) / T) * float(D) ** n_liq
    return np.log(w[n_liq > 4].sum() / w[n_liq < 5].sum())


T_enum = brentq(log_odds, 0.6, 0.9)
assert abs(T_enum - T_M_LAT) < 1e-9

# heating perfect crystals at two rates
STEP_SLOW, STEP_FAST = 1e-4, 1e-3
slow = heat_until_melted(STEP_SLOW)
fast = heat_until_melted(STEP_FAST)
assert slow.min() > 1.05 * T_M_LAT
assert fast.mean() > slow.mean()

# interface drift in cells that start half liquid
T_drift, drift = np.array([0.69, 0.71, 0.73, 0.75]), []
MEASURE = 120
for T in T_drift:
    s = half_liquid()
    for _ in range(30):
        s = sweep(s, T)
    start = s.mean()
    for _ in range(MEASURE):
        s = sweep(s, T)
    drift.append((s.mean() - start) * SIZE / MEASURE)
slope, offset = np.polyfit(T_drift, drift, 1)
T_coex = -offset / slope
assert drift[0] < 0 < drift[-1]
assert abs(T_coex / T_M_LAT - 1) < 0.01  # statistical error of the drift

# same temperature, same time, different start
T_HOLD, HOLD = 0.76, 1500
s = half_liquid()
s[:COPIES // 2] = 0
for _ in range(HOLD):
    s = sweep(s, T_HOLD)
final = s.mean(axis=(1, 2, 3))
perfect_end, seeded_end = final[:COPIES // 2], final[COPIES // 2:]
assert perfect_end.max() < 0.1 and seeded_end.min() > 0.8

# ---------------- output ----------------
print(f"Model: T_m = {T_MELT:.0f} K, L = {LATENT} Ha, v = {VOL:.0f} bohr^3")
print(f"gamma = {GAMMA:.1e} Ha/bohr^2, nu = {NU:.0f} /ps, N = {N_CELL}")
print(f"k_B = {KB:.5e} Ha/K, k_B T_m = {KB * T_MELT:.5e} Ha")
print(f"surface coefficient a = {A_SURF:.4e} Ha")
print(f"cell side = {SIDE:.2f} bohr")
print(f"sphere/cylinder crossover fraction = {f_sc:.4f}")
print(f"cylinder/slab crossover fraction = {f_cs:.4f}")
for T, k_me, k_cnt in rate_pairs:
    print(f"T={T:.0f} K: rate/site master {k_me:.3e}, formula {k_cnt:.3e} /ps")
for q, full, local in ramps:
    print(f"ramp {q:g} K/ps: T_h = {full:.1f} K, local estimate {local:.1f} K")
print(f"ramp 1 K/ps, master-equation rates: T_h = {T_h_me:.1f} K")
print(f"superheating at 1 K/ps = {100 * (T_h / T_MELT - 1):.1f} %")
print(f"at this T_h: dmu = {driving(T_h):.4e} Ha")
print(f"at this T_h: n* = {critical_size(T_h):.1f} atoms")
print(f"at this T_h: n*/N = {critical_size(T_h) / N_CELL:.4f}")
print(f"at this T_h: W = {barrier(T_h):.5f} Ha")
print(f"at this T_h: W/kT = {barrier(T_h) / (KB * T_h):.2f}")
for T in (T_MELT, 1.05 * T_MELT):
    b = cell_barrier(T)
    x = b / (KB * T)
    print(f"cell barrier at {T:.0f} K = {b:.4f} Ha = {x:.1f} kT")
    print(f"  log10 of exp(barrier/kT) = {x / np.log(10):.1f}")
print(f"unbounded-crystal barrier at 1050 K = {barrier(1050.0):.4f} Ha")
print(f"perfect crystal, N = {N_BIG:.0e}, 1 K/s: T_h = {T_h_big:.1f} K")
print(f"Lattice: eps = {EPS:g}, J = {J} eps, D = {D}, {SIZE}^3 sites")
print(f"copies per run = {COPIES}; temperatures below in eps/k_B")
print(f"lattice T_m = eps/ln D = {T_M_LAT:.4f}, enumeration {T_enum:.4f}")
for name, step, m in (("slow", STEP_SLOW, slow), ("fast", STEP_FAST, fast)):
    print(f"{name} heating, {step:g} per sweep: mean T_h = {m.mean():.4f}")
    print(f"  range {m.min():.4f} to {m.max():.4f}, "
          f"mean T_h/T_m = {m.mean() / T_M_LAT:.3f}")
for T, d in zip(T_drift, drift):
    print(f"drift at T = {T:.2f}: {d:+.5f} liquid layers per sweep")
print(f"zero-drift T = {T_coex:.4f}, ratio to T_m = {T_coex / T_M_LAT:.4f}")
print(f"hold at T = {T_HOLD} = {T_HOLD / T_M_LAT:.3f} T_m for {HOLD} sweeps")
print(f"  perfect start: largest liquid fraction {perfect_end.max():.3f}")
print(f"  half-liquid start: smallest liquid fraction {seeded_end.min():.3f}")
print("success")
```

Printed output:

```
Model: T_m = 1000 K, L = 0.004 Ha, v = 120 bohr^3
gamma = 6.0e-05 Ha/bohr^2, nu = 1 /ps, N = 1000
k_B = 3.16681e-06 Ha/K, k_B T_m = 3.16681e-03 Ha
surface coefficient a = 7.0592e-03 Ha
cell side = 49.32 bohr
sphere/cylinder crossover fraction = 0.1551
cylinder/slab crossover fraction = 0.3183
T=1200 K: rate/site master 6.085e-10, formula 6.126e-10 /ps
T=1250 K: rate/site master 2.300e-06, formula 2.327e-06 /ps
T=1300 K: rate/site master 1.778e-04, formula 1.811e-04 /ps
ramp 0.1 K/ps: T_h = 1261.2 K, local estimate 1260.3 K
ramp 1 K/ps: T_h = 1284.5 K, local estimate 1283.1 K
ramp 10 K/ps: T_h = 1315.1 K, local estimate 1312.9 K
ramp 1 K/ps, master-equation rates: T_h = 1284.7 K
superheating at 1 K/ps = 28.4 %
at this T_h: dmu = 1.1380e-03 Ha
at this T_h: n* = 70.7 atoms
at this T_h: n*/N = 0.0707
at this T_h: W = 0.04024 Ha
at this T_h: W/kT = 9.89
cell barrier at 1000 K = 0.2919 Ha = 92.2 kT
  log10 of exp(barrier/kT) = 40.0
cell barrier at 1050 K = 0.2283 Ha = 68.7 kT
  log10 of exp(barrier/kT) = 29.8
unbounded-crystal barrier at 1050 K = 1.3029 Ha
perfect crystal, N = 1e+20, 1 K/s: T_h = 1111.8 K
Lattice: eps = 1, J = 0.5 eps, D = 4, 16^3 sites
copies per run = 8; temperatures below in eps/k_B
lattice T_m = eps/ln D = 0.7213, enumeration 0.7213
slow heating, 0.0001 per sweep: mean T_h = 0.8581
  range 0.8510 to 0.8636, mean T_h/T_m = 1.190
fast heating, 0.001 per sweep: mean T_h = 0.8868
  range 0.8810 to 0.8960, mean T_h/T_m = 1.229
drift at T = 0.69: -0.05165 liquid layers per sweep
drift at T = 0.71: -0.03238 liquid layers per sweep
drift at T = 0.73: +0.00778 liquid layers per sweep
drift at T = 0.75: +0.04582 liquid layers per sweep
zero-drift T = 0.7246, ratio to T_m = 1.0045
hold at T = 0.76 = 1.054 T_m for 1500 sweeps
  perfect start: largest liquid fraction 0.035
  half-liquid start: smallest liquid fraction 0.967
success
```
